Slab dipole correction with ultrasoft orbitals

A slab with a dipole moment along its normal has two different vacuum levels, one on each side. A plane-wave calculation repeats the slab periodically, and a periodic potential cannot have two levels at the two ends of the same cell. It joins them by a uniform field through vacuum and slab alike. This field polarises the slab, tilts the vacuum potential and makes the energy depend on the cell length. Ultrasoft orbitals add a second difficulty: part of the electron density sits in augmentation functions. If these are left out of the dipole, or out of the potential that cancels the field, the Hamiltonian is no longer the derivative of the corrected energy.

Hartree atomic units are used, with the electron charge equal to −1. The cell has area A and length L along the normal, and u is the height measured from the centre of the slab, −L/2 < u < L/2. The charge density is ρ = ρ_ion − n, with n the electron number density. The cell is neutral, and the density is taken to vanish near u = ±L/2. The dipole moment per cell is

m = ∫ u ρ d³r.

Average the charge over the lateral directions and call the result ρ̄(u). Then ∫ρ̄ du = 0 and ∫uρ̄ du = m/A. The averaged potential obeys φ̄″ = −4πρ̄. For an isolated slab the solution is

φ_open(u) = −2π ∫ ρ̄(u′) |u − u′| du′,

because the second derivative of |u − u′| is 2δ(u − u′). To the right of all charge, |u − u′| = u − u′, and

φ_open = −2πu ∫ρ̄ du′ + 2π ∫u′ρ̄ du′ = 2πm/A.

To the left the sign of u − u′ is reversed, which gives −2πm/A. Neutrality has removed the terms linear in u, so both vacuum regions are free of field, and the potential steps up by 4πm/A from left to right.

The periodic solver, which drops the G = 0 component, solves the same differential equation within the cell. Two solutions of it differ by a linear function:

φ_per = φ_open + au + b.

Periodicity requires φ_per(L/2) = φ_per(−L/2), hence 4πm/A + aL = 0 and a = −4πm/(AL). Therefore

φ_open = φ_per + 4πmu/(AL) + constant.

The added term is φ_dip = 4πmu/(AL). An electron feels the opposite sign,

v_dip(u) = −4πmu/(AL).

Repeated periodically this is a sawtooth, whose jump lies in the vacuum. As L grows its slope vanishes, but its total drop across the cell remains 4πm/A.

Components of the charge with a lateral wavevector G∥ ≠ 0 are not treated by this term. Their open kernel is (2π/G∥) exp(−G∥|u − u′|), so the periodic images contribute an error that falls off as exp(−G∥w), with w the vacuum width. The linear term thus removes the long-ranged part of the image interaction and leaves an exponentially small one.

The electrostatic energy is half the integral of charge times potential. Inserting the relation between the potentials gives

½∫ρφ_open d³r = ½∫ρφ_per d³r + ½ (4πm/(AL)) ∫uρ d³r.

The constant has dropped out by neutrality and the last integral is m, so the correction to the energy is

E_dip = 2πm²/(AL) = ½∫ρφ_dip d³r.

If the ions are point charges, their self-energies must be excluded from both sides. Since the difference of the two potentials is smooth, this does not alter E_dip.

The dipole now has to be written in terms of the orbitals. For ultrasoft orbitals φ_i with occupations f_i the density is

n(r) = Σ_i f_i [ |φ_i(r)|² + Σ_I Σ_nm Q_nm^I(r) ⟨φ_i|β_n^I⟩⟨β_m^I|φ_i⟩ ].

Here β_n^I are the projectors of atom I, and Q_nm^I is the density missing from the product of smooth partial waves n and m. Take Q real and symmetric in n and m, and define its first two moments about the atom at height u_I,

q_nm^I = ∫ Q_nm^I d³r,  d_nm^I = ∫ (u − u_I) Q_nm^I d³r.

Writing u = u_I + (u − u_I) under the integral gives

∫ u Q_nm^I d³r = u_I q_nm^I + d_nm^I.

The electron dipole is therefore the expectation value of an operator with a local and a nonlocal part,

U = u + Σ_I Σ_nm |β_n^I⟩ (u_I q_nm^I + d_nm^I) ⟨β_m^I|,

and, with ionic charges Z_I centred on the atoms,

m = Σ_I Z_I u_I − Σ_i f_i ⟨φ_i|U|φ_i⟩.

For partial waves of definite angular momentum, q_nm requires equal angular momenta and d_nm requires angular momenta that differ by one. An s–s pair thus carries a monopole and an s–p pair a dipole. Quadrupoles and higher multipoles integrate to zero against a linear function. For given orbitals, smoothing the radial shape of Q while keeping its multipole moments consequently leaves m unchanged. The self-consistent dipole can still change, because the Hartree potential does not obey Laplace's equation inside the charge, and its integral with Q then depends on the radial shape as well as on the multipole moments.

The Hamiltonian follows by varying the energy. Since E_dip is quadratic in m,

δE_dip = (4πm/(AL)) δm.

Varying φ_i* alone gives δm = −f_i⟨δφ_i|U|φ_i⟩, so the term added to the Hamiltonian is

−(4πm/(AL)) U = v_dip(u) + Σ_I Σ_nm |β_n^I⟩ ΔD_nm^I ⟨β_m^I|,

ΔD_nm^I = −(4πm/(AL)) (u_I q_nm^I + d_nm^I).

The same ΔD follows from the usual screening rule, in which the bare strength D⁰_nm is supplemented by the integral of the effective potential with Q_nm: putting v_dip into that integral gives ∫v_dip Q_nm d³r = ΔD_nm. This requires that no augmentation function straddle the jump. The heights u_I must also be taken on the same branch as the slab, since an atom wrapped through the cell boundary would have its height changed by L. With Q = 0 the nonlocal part disappears and the local sawtooth remains.

The energy carries a factor one half that the potential lacks, because the slab produces the correcting field itself. Building the dipole up from zero costs

∫₀^m (4πm′/(AL)) dm′ = 2πm²/(AL).

A fixed external field F along +u is different. Its potential is −Fu and its energy −mF, without a half, because its sources lie outside the slab and F does not grow with m. The correcting field is F = −4πm/(AL), and half of −mF is again E_dip. For a slab kept symmetric, m = 0 and both energy and sawtooth vanish. A distortion that creates a dipole δm still adds the term 2π(δm)²/(AL) to the energy functional, so the correction affects the response of a symmetric slab.

The monopole part of ΔD also makes the choice of reference plane harmless. Replace u by u − u₀ in v_dip, which adds the constant c = 4πmu₀/(AL) to the potential. The local part adds c times the identity to the Hamiltonian, and ΔD changes by c q_nm. Together they add

c (1 + Σ_I Σ_nm |β_n^I⟩ q_nm^I ⟨β_m^I|) = cS,

where S is the ultrasoft overlap operator. In the eigenvalue equation Hφ_i = ε_iSφ_i this shifts every eigenvalue by c and leaves the orbitals alone. Without the monopole part the added term would be c times the identity, which is not proportional to S, and the orbitals would depend on an arbitrary origin.

When the total energy is assembled from eigenvalues, the dipole terms need separate care. The sum Σf_iε_i contains ∫n v_dip in full, including the part that enters through ΔD. This must be subtracted and E_dip added. With m_ion = ΣZ_Iu_I, the electron integral is ∫nu d³r = m_ion − m, so

−∫n v_dip d³r + E_dip = (4πm/(AL)) (m_ion − m) + 2πm²/(AL) = (4πm/(AL)) (m_ion − m/2).

A shift of the reference plane by u₀ raises the eigenvalue sum by (4πm/(AL))u₀N for N electrons. It lowers m_ion by u₀ΣZ_I = u₀N, so the total energy is unchanged.

What an uncorrected calculation does can be found in linear response. Let κ = 4π/(AL), and let m₀ be the dipole of the isolated slab. Constraining the dipole to another value m costs, to second order, (m − m₀)²/(2α), with α the polarisability per cell. The uncorrected functional lacks E_dip, so it minimises

W(m) = E₀ + (m − m₀)²/(2α) − κm²/2,

where E₀ is the energy of the isolated slab. The condition W′ = 0 reads (m − m₀)/α = κm, which gives

m_u = m₀/(1 − κα),

a minimum if κα < 1. From m_u − m₀ = ακm_u, the energy there is

E_u = E₀ + ακ²m_u²/2 − κm_u²/2 = E₀ − (κ/2) m_u² (1 − κα) = E₀ − (κ/2) m₀m_u.

The energy error is thus

E₀ − E_u = 2πm₀m_u/(AL).

Adding 2πm_u²/(AL) after an uncorrected calculation is not enough. It restores the right functional but evaluates it at a polarised density, and the result lies too high by (m_u − m₀)²/(2α).

A three-dimensional model with round parameters shows the sizes. Each 6 × 6 bohr cell holds atom A at u = −1.5 bohr and atom B directly above it at u = 1.5 bohr, each with a Gaussian ionic charge of +1 and standard deviation 1.0 bohr. Each has normalised s and p projectors, the p one along the normal, with Gaussian factor exp(−r²/(2a²)) and a = 1.2 bohr. The bare strengths for s and p are −1.5 and −0.2 hartree on A, and −1.0 and −0.2 hartree on B. The augmentation functions are built on Gaussians of standard deviation 0.7 bohr. Their moments are q_ss = 0.3, q_pp = 0.2 and d_sp = 0.25 bohr on A, and 0.2, 0.1 and 0.15 bohr on B. The p–p function of each atom also has a quadrupole part, (0.05 bohr⁻²)(3(u − u_I)² − r²) times the normalised Gaussian, with r measured from the atom.

Two electrons fill one totally symmetric band, sampled at zero lateral wavevector. They interact through the Hartree potential alone. Exchange and correlation are left out, so the energies belong to this model and not to a material. The equations were solved self-consistently by diagonalisation in plane waves up to 6 hartree kinetic energy.

For L = 30 bohr the ionic dipole is zero by symmetry. The smooth density contributes 0.4968 e bohr, the monopoles of Q 0.2377 and their dipoles −0.0343, so

m = 0.4968 + 0.2377 − 0.0343 = 0.7002 e bohr,

or 1.780 debye. The monopole term is positive because more augmentation charge sits on A, at negative u, and electrons are negative. This division refers to the centre of the slab. The smooth electrons alone do not balance the ionic charge, so without the augmentation charge the dipole would depend on the reference plane. The total m is independent of it, and so is the part from the dipoles of Q, which contains no atomic height.

With AL = 1080 bohr³ the sawtooth has slope

−4π × 0.7002/1080 = −0.008147 hartree/bohr.

On atom A this screens the s–s strength by −0.008147 × (−1.5 × 0.3) = 0.00367 hartree and the s–p strength by −0.008147 × 0.25 = −0.00204 hartree. On atom B the s–s value is −0.008147 × (1.5 × 0.2) = −0.00244 hartree. The energy correction is

E_dip = ½ × 0.008147 × 0.7002 = 0.002852 hartree,

or 0.0776 eV. Integrating the open kernel numerically over the averaged charge gives an electrostatic energy higher than the periodic one by the same 0.002852 hartree. The vacuum levels differ by 4π × 0.7002/36 = 0.2444 hartree, or 6.65 eV. The electron potential is the higher one on the side of A.

The factor in the potential and the nonlocal screening can be seen in an energy derivative. Take the occupied orbital with the sign that makes its overlap with the s projector of A positive, add 0.2 times that projector, normalise with S, and then mix in the s projector of B with a small coefficient η, keeping the norm. A central difference of the total energy gives dE/dη = −0.4524 hartree, and the full Hamiltonian gives the same value. Halving the sawtooth gives −0.4184. Keeping the full local sawtooth, with its zero at the slab centre, but omitting ΔD gives −0.4390. Relative to the finite difference these are errors of 7.5 and 3.0 per cent. Their size belongs to this trial state. With the opposite sign of the orbital the derivative is −0.4913 hartree, again reproduced by the full Hamiltonian, and the two errors are 0.7 and 0.3 per cent.

Moving the reference plane by 10 bohr at fixed density raises the occupied eigenvalue by 0.0815 hartree, which is 10 times 0.008147, and leaves the dipole unchanged. Without the monopoles in ΔD, the same move changes the dipole of the resulting orbital by 0.021 e bohr, about 3 per cent of m.

The dependence on cell length shows the spurious polarisation. The uncorrected dipoles are 0.8147, 0.7728 and 0.7533 e bohr for L = 20, 30 and 40 bohr, while the corrected one is 0.7002 in all three cells. Solving m_u = m₀/(1 − κα) for α gives 8.05, 8.07 and 8.08 bohr³. These nearly equal values are what linear response requires; the small drift is linear in the spurious field 4πm_u/(AL), as the next order of the response would give, and extrapolates to 8.10 bohr³ at zero field.

With the 6 hartree cutoff, the corrected energy is −1.892991 hartree in all three cells, with a spread of about 10⁻⁷ hartree; doubling the cutoff lowers it by about 10⁻⁶ hartree and leaves m at 0.7002 e bohr. The uncorrected energies are −1.897971, −1.896139 and −1.895293 hartree. At L = 30 bohr the error is 0.003148 hartree, and the product formula gives

2π × 0.7002 × 0.7728/1080 = 0.003148 hartree.

Adding 2πm_u²/(AL) = 0.003474 hartree to the uncorrected energy overshoots the corrected one by 0.000326 hartree. With one more digit kept in the difference of the dipoles, the predicted excess is 0.07256²/(2 × 8.07) = 0.000326 hartree. Here the self-consistent correction removes an error that a correction added afterwards would leave.

The derivation fails if appreciable density reaches the jump, because m then depends on where the cell is cut. It also fails for a charged slab: the vacuum fields no longer vanish, the constant in the potential contributes to the energy, and m depends on the origin. Finally, the vacuum must be wide enough for the lateral components. In the model the smallest nonzero G∥ is 2π/6 = 1.05 bohr⁻¹, and at L = 20 bohr the atomic planes of neighbouring images are 17 bohr apart, so with this distance taken for w the factor exp(−G∥w) is about 2 × 10⁻⁸. A larger lateral cell has a smaller G∥, and it needs a correspondingly wider vacuum if the charge varies on that longer scale. Merely repeating the same structure adds no such component.
